\section*{Measuring a straight front with a hat-shaped delta function}

\section*{Question}

In a two-dimensional simulation of etching or deposition, the surface is the zero line of a function $\phi(x,y)$ stored at the nodes $(ih,jh)$ of a square grid. Here $\phi$ is the signed distance to the surface, so $|\nabla\phi|=1$ beside a straight front. The length of the front is estimated by
\begin{equation}
S=h^2\sum_{i,j}\delta_\varepsilon(\phi_{ij})\,|\nabla\phi|_{ij},
\qquad
\delta_\varepsilon(\phi)=\frac1\varepsilon\,\Lambda\!\left(\frac{\phi}{\varepsilon}\right),
\qquad
\Lambda(u)=\max(0,\,1-|u|).
\label{eq:S}
\end{equation}
The hat $\delta_\varepsilon$ has unit area and half-width $\varepsilon$. Let $R=S/L$, where $L$ is the true length. For a long straight front, both lengths are counted over the same whole number of grid columns.

\begin{enumerate}
\item[(a)] Take $\varepsilon=h$ and a line at $45^\circ$ through grid nodes. Find $R$. What does refining the grid do to it, and what do the ends of a finite side change?
\item[(b)] Shift the line by $sh$ along its normal. Find $R(s)$, its range and its mean. What follows for moving and for curved fronts?
\item[(c)] Find $R$ for a line through nodes with slope $p/q$ in lowest terms, $0\le p\le q$, and any $\varepsilon$. Which slope is worst when $\varepsilon=h$?
\item[(d)] Find a half-width, depending on the direction of the front, that makes $R=1$ for every rational slope and every shift.
\item[(e)] A $45^\circ$ silicon facet, $100$~nm wide in horizontal projection, is sputtered by a vertical argon beam of $1$~mA/cm$^2$. Take the yield as $Y(\theta)=0.5\cos^{-5/3}\theta$ atoms per ion, with $\theta$ measured from the surface normal. With $\varepsilon=h$ and the facet on grid nodes, compare the true and the summed emission. Which neglected physical effect is of similar size?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The line through nodes}

For the line $y=x$ the signed distance is $\phi=(y-x)/\sqrt2$. At a node,
\begin{equation}
\phi_{ij}=\frac{(j-i)h}{\sqrt2}=\frac{kh}{\sqrt2},\qquad k=j-i .
\end{equation}
In each column $k$ takes every integer value once. The hat is non-zero where $|k|<\sqrt2$, that is, for $k=0,\pm1$. The node on the line has weight $h\delta_h=1$, and each of its two neighbours has weight $1-1/\sqrt2=0.2929$. One column therefore adds
\begin{equation}
h^2\,\frac1h\left[1+2\left(1-\frac1{\sqrt2}\right)\right]=h\,(3-\sqrt2)=1.5858\,h .
\end{equation}
The line advances by $h$ horizontally and $h$ vertically per column, so its true length there is $\sqrt2\,h$. Hence
\begin{equation}
R=\frac{3-\sqrt2}{\sqrt2}=\frac{3}{\sqrt2}-1=1.1213 .
\label{eq:a}
\end{equation}

The length is overestimated by $12.13\%$ of its true value. The spacing $h$ has cancelled, so refinement leaves the error unchanged. The sum is a quadrature of the hat across the front. Because the hat shrinks together with the grid, the quadrature has the same three points on every grid.

The ends of a finite side add a correction that does fade. Consider a closed diamond with its vertices on nodes and a half-diagonal of $n$ cells. Once the sides are several cells long, the node pattern around a corner no longer depends on $n$. Each corner then contributes a fixed number of cell lengths to $S$, while the perimeter grows as $n$, so the corner correction to $R$ falls as $1/n$. With $|\nabla\phi|$ set to $1$ at every node, grid sums give $R=1.1110$, $1.1187$ and $1.1207$ for $n=20$, $80$ and $320$. They approach the value in (\ref{eq:a}), not $1$.

\subsection*{(b) The shifted line}

The node distances become $(k/\sqrt2+s)h$. Dividing the sum over one column by $\sqrt2\,h$ gives
\begin{equation}
R(s)=\frac1{\sqrt2}\sum_{k=-\infty}^{\infty}\Lambda\!\left(\frac{k}{\sqrt2}+s\right).
\label{eq:Rs}
\end{equation}
Replacing $s$ by $s+1/\sqrt2$ only renumbers $k$, so $R$ has period $1/\sqrt2$. Replacing $s$ by $-s$ and $k$ by $-k$ shows that $R$ is even. It is therefore enough to treat $0\le s\le 1/(2\sqrt2)=0.354$. In this range the terms are
\begin{align}
k=0:&\quad 1-s,\\
k=-1:&\quad 1-\frac1{\sqrt2}+s,\\
k=+1:&\quad \max\!\left(0,\;1-\frac1{\sqrt2}-s\right).
\end{align}
Terms with $|k|\ge2$ vanish, since their distance is at least $\sqrt2-0.354=1.06$ cells. If $s<1-1/\sqrt2=0.293$, all three terms count and their sum is $3-\sqrt2-s$. For larger $s$ the last term is zero and the sum is $2-1/\sqrt2$. Thus
\begin{equation}
R(s)=
\begin{cases}
(3-\sqrt2-s)/\sqrt2, & 0\le s\le 1-1/\sqrt2,\\[2pt]
\sqrt2-\tfrac12, & 1-1/\sqrt2\le s\le 1/(2\sqrt2).
\end{cases}
\end{equation}
The ratio runs from $1.1213$ on the nodes down to $0.9142$. A badly placed line can thus also be measured too short, by $8.6\%$.

For the mean, integrate (\ref{eq:Rs}) over one period and divide by its length $1/\sqrt2$. The two factors of $\sqrt2$ cancel, and the shifted intervals join into the whole axis:
\begin{equation}
\overline R=\sum_k\int_0^{1/\sqrt2}\Lambda\!\left(\frac{k}{\sqrt2}+s\right)ds
=\int_{-\infty}^{\infty}\Lambda(u)\,du=1 .
\label{eq:mean}
\end{equation}

A $45^\circ$ front moving rigidly along its normal at constant speed $V$ passes through all shifts evenly. Its length error oscillates with period $h/(\sqrt2\,V)$ and averages to zero over a period. A simulation finds this average only if its time steps sample the period evenly; steps of exactly one period would repeat the same error each time. A front at rest on the nodes keeps the full error.

On a smooth curve the shift varies along the front. Near a point where a curve of radius $\rho$ runs at $45^\circ$, it departs from its tangent by about $\ell^2/(2\rho)$ at arc distance $\ell$. The shift stays within a fraction of a cell over an arc of order $\sqrt{\rho h}$, which is a share of order $\sqrt{h/\rho}$ of the perimeter. This scaling estimate suggests that the error falls fourfold when $\rho/h$ rises sixteenfold. In a sample of 60 circles with random centres at each size, the root-mean-square perimeter error was $0.387\%$ at radii of 20--21 cells and $0.112\%$ at 320--321 cells, a fall by a factor of $3.5$. With only 60 circles each figure scatters by a little over $10\%$; samples of 3000 circles give $0.41\%$ and $0.10\%$, a factor of $3.9$, close to the estimate. The persistent $12\%$ thus belongs to straight $45^\circ$ sides lying on nodes.

\subsection*{(c) Other slopes and widths}

Let $N=\sqrt{p^2+q^2}$. The node distances are
\begin{equation}
\phi_{ij}=\frac{(qj-pi)h}{N}=\frac{mh}{N},\qquad m=qj-pi .
\end{equation}
Each integer $m$ occurs once in any $q$ successive columns. The reason is that $pi\equiv-m \pmod q$ has one solution $i$ among $q$ successive integers when $p$ and $q$ have no common factor, and $j$ is then fixed. The line's length over these columns is $qh\sqrt{1+p^2/q^2}=Nh$. With $M=\varepsilon N/h$,
\begin{equation}
R=\frac{h^2}{Nh}\,\frac1\varepsilon\sum_m\Lambda\!\left(\frac mM\right)
=\frac1M\sum_m\Lambda\!\left(\frac mM\right).
\label{eq:RM}
\end{equation}
Write $M=K+f$, with $K$ the integer part and $0\le f<1$. The terms $|m|\le K$ contribute, and $\sum_{|m|\le K}|m|=K(K+1)$, so
\begin{align}
R-1&=\frac1M\left[2K+1-\frac{K(K+1)}{M}\right]-1
=\frac{(2K+1)M-K^2-K-M^2}{M^2}\nonumber\\
&=\frac{(M-K)-(M-K)^2}{M^2}=\frac{f(1-f)}{M^2}.
\label{eq:c}
\end{align}

The error is never negative, so a line through nodes is not underestimated. For $\varepsilon=h$ we have $M=N$. A horizontal line has $N=1$, $f=0$ and no error. The $45^\circ$ line has $N=\sqrt2$, and (\ref{eq:c}) gives $(\sqrt2-1)(2-\sqrt2)/2=3/\sqrt2-2=0.1213$, as in (a). All other slopes have $N^2\ge5$. Since $f(1-f)\le1/4$, their error is at most $1/20$, and $45^\circ$ is the worst case. Slope $1/2$ gives $3.61\%$, while slope $3/4$ gives zero because $N=5$ is an integer.

Widening the hat to $\varepsilon=1.5h$ reduces the $45^\circ$ error to $2.37\%$, which again does not depend on $h$. This is no cure: a horizontal line through nodes now has $M=1.5$ and $f=1/2$, so its error rises from zero to $11.1\%$. Since $N\ge1$, equation (\ref{eq:c}) also gives $R-1\le h^2/(4\varepsilon^2)$. For lines through nodes, convergence at every rational slope is therefore assured if $\varepsilon/h$ grows without limit as the grid is refined. To keep the smeared front thin, $\varepsilon$ itself must still tend to zero; $\varepsilon\propto\sqrt h$ meets both demands.

\subsection*{(d) A width that follows the direction}

Equation (\ref{eq:c}) vanishes when $M$ is an integer. To include shifts, let the line be displaced by $th/N$ with $0\le t<1$; larger shifts renumber $m$. For integer $M$ the contributing terms are $m=-M,\dots,M-1$, which are $2M$ in number. Their distances add up to
\begin{equation}
\sum_{m=0}^{M-1}(m+t)+\sum_{m=1}^{M}(m-t)
=\frac{M(M-1)}2+Mt+\frac{M(M+1)}2-Mt=M^2 .
\end{equation}
Hence $R=\frac1M\left(2M-M^2/M\right)=1$ for every $t$.

The unit normal is $(n_x,n_y)=(-p,q)/N$. The choice
\begin{equation}
\varepsilon=h\,(|n_x|+|n_y|)=\frac{h(p+q)}{N}
\end{equation}
gives $M=p+q$, an integer for every rational slope. It needs only the local normal and varies continuously with direction. At $45^\circ$ it is $\sqrt2\,h$: the node on the line then has weight $1/\sqrt2$ and each neighbour half of that, which adds up to the true $\sqrt2\,h$ per column. The proof covers straight fronts over whole periods of $q$ columns. It does not remove errors from corners, curvature, or a $\phi$ that has ceased to be a signed distance.

\subsection*{(e) The sputtered facet}

The true facet length is $100/\cos45^\circ=141.42$~nm. Counted over whole columns, without the end corrections described in (a), the sum gives $158.58$~nm for $h=5$, $2.5$ and $1.25$~nm alike. With the width from (d) and $h=2.5$~nm it gives $141.42$~nm.

The current density corresponds to $62.42$ ions/(nm$^2$\,s) on a horizontal plane. The yield at $45^\circ$ is $0.5\times2^{5/6}=0.891$, and the inclined facet intercepts a fraction $\cos45^\circ$ of the flux per unit of its own area. The emission is
\begin{equation}
\Gamma=62.42\times0.7071\times0.891=39.3\ \text{atoms/(nm$^2$\,s)} .
\end{equation}
Per nanometre of edge, the true emission is $39.32\times141.42=5561$ atoms/s, and the summed emission is $39.32\times158.58=6235$ atoms/s. The excess is $12\%$ of the true value. At $49.94$ atoms/nm$^3$ the facet recedes at $V=39.32/49.94=0.787$~nm/s. This speed follows from the local flux and does not contain the length error; quantities summed over the surface do. On the straight part of the receding facet, the error oscillates with period $2.5/(\sqrt2\times0.787)=2.25$~s for $h=2.5$~nm. The recession is only nearly rigid: under the assumed yield law the foot of the facet opens into a curved fan, and the straight part loses about $1\%$ of its initial width in one such period.

The neglected effect of similar size is redeposition from a wide silicon floor at the foot of the facet. Suppose that the floor emits $\Gamma_0=62.42\times0.5=31.2$ atoms/(nm$^2$\,s) with a cosine distribution, and that all arriving atoms stick. The facet sees the floor in the directions between its own plane and the horizontal. Projected onto the facet plane, these directions on the unit sphere fill a half-disc of area $\pi/2$ less a half-ellipse of area $(\pi/2)\cos45^\circ$. Dividing by $\pi$, the projected area of the full hemisphere, gives the view factor
\begin{equation}
F=\tfrac12(1-\cos45^\circ)=0.1464 .
\end{equation}
The returning flux is $F\Gamma_0=4.57$ atoms/(nm$^2$\,s), or $11.6\%$ of $\Gamma$. It lowers the net recession by that share and leaves the gross emission unchanged. While the facet lies on nodes, the grid error is thus as large as a physical effect that such a simulation may be meant to resolve. As the facet recedes, the grid error changes sign and averages out, whereas redeposition persists. The figure of $11.6\%$ is the limit for a floor much wider than the facet. Averaged over the facet, a floor $1000$~nm wide returns about $10\%$ of $\Gamma$, and one $100$~nm wide only $5\%$.

Other effects are smaller for the values assumed here. An in-plane ion spread of $3^\circ$ rms raises the emission by $0.25\%$, if the total flux, counted normal to each ion's path, is held fixed. Rounding both corners to a $5$~nm radius shortens the surface by $0.30\%$ of the facet length and lowers the emission by $0.5\%$ of the facet's emission. Sinusoidal roughness of $0.5$~nm rms height and $20$~nm wavelength lengthens the facet by $1.22\%$. It raises the emission by more, about $3.5\%$, because the yield law also responds to the local angle.

The beam and yield values are rough figures for argon milling of silicon near $500$~eV. The assumed yield law grows without limit towards grazing incidence, where real yields pass through a maximum and fall, so it serves here only at moderate angles. A yield wrong by $20\%$ would change the emission and the speed by $20\%$, but not the ratio of summed to true emission. Of the four neglected physical effects sized here, redeposition is the largest: beside a wide, bare floor the net speed would fall from $0.79$ to about $0.70$~nm/s if sticking were complete and the emission followed a cosine law. Real emission need not follow that law, and the share is sensitive to it: for emission proportional to $\cos^n$ of the exit angle, the wide floor returns $17\%$ of $\Gamma$ for $n=0.75$ and $3.8\%$ for $n=2$, giving net speeds of $0.65$ and $0.76$~nm/s. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Nearest off-line node distance: 0.7071 h
Hat weight h*delta on line: 1.0000
Hat weight h*delta beside line: 0.2929
Summed length per column: 1.5858 h
True length per column: 1.4142 h
Length ratio, 45 deg through nodes: 1.1213
Error, 45 deg through nodes: 12.13 %
Lowest ratio over shifts: 0.9142
Mean ratio over shifts: 1.0000
Error, slope 1/2 through nodes: 3.61 %
Error, slope 3/4 through nodes: 0.00 %
Largest tested error except 45 deg: 3.61 %
45 deg error with half-width 1.5 h: 2.37 %
Ratio, golden-section slope, 1500 columns: 1.00001
Diamond ratio, half-diagonal 20 cells: 1.1110
Diamond ratio, half-diagonal 80 cells: 1.1187
Diamond ratio, half-diagonal 320 cells: 1.1207
Diamond side ratio, corners removed: 1.1213
Circle RMS error, radius 20-21 cells: 0.387 %
Circle RMS error, radius 320-321 cells: 0.112 %
Facet projected width: 100.0 nm
Facet true length: 141.42 nm
Facet summed length, h=5 nm: 158.58 nm
Facet summed length, h=2.5 nm: 158.58 nm
Facet summed length, h=1.25 nm: 158.58 nm
Facet length with cured width, h=2.5 nm: 141.42 nm
Ion current density: 1.0 mA/cm2
Ion flux on horizontal plane: 62.42 /(nm2 s)
Sputter yield, normal: 0.50 atoms/ion
Sputter yield, 45 deg: 0.891 atoms/ion
Silicon atom density: 49.94 /nm3
Emission per facet area: 39.32 /(nm2 s)
Normal recession speed: 0.787 nm/s
True emission per edge length: 5561 /(nm s)
Summed emission per edge length: 6235 /(nm s)
Error oscillation period, h=2.5 nm: 2.25 s
Facet view factor to floor: 0.1464
Redeposition / gross facet emission: 11.6 %
Ion angular spread, RMS: 3.0 deg
Emission change from ion spread: 0.25 %
Corner radius: 5.0 nm
Length loss from two round corners: 0.30 %
Roughness RMS height: 0.5 nm
Roughness wavelength: 20.0 nm
Length gain from roughness: 1.22 %
\end{verbatim}
